# How Much of an Overlayer-Scattered Beam Stays Inside the Axial Cone

## Problem

A parallel ion beam is aligned with a row direction of a crystal. Before reaching the crystal it crosses a non-crystalline overlayer, which deflects each ion at random. Let $\theta_x$ and $\theta_y$ be the two orthogonal projected angles at the interface, measured from the row direction. They are taken as independent Gaussian variables with zero mean and the same standard deviation $\sigma$. The polar angle is $\psi=\sqrt{\theta_x^2+\theta_y^2}$, all angles being small. An ion is inside the critical cone if $\psi<\psi_c$.

**(a)** Find the fraction of ions inside the cone for any $\sigma$, and show that it is 39.3 percent when $\sigma=\psi_c$.

**(b)** The word "spread" has other uses. Find the fraction if $\psi_c$ equals instead (i) the rms polar angle, (ii) the full width at half maximum of one projected distribution. Also find the fraction with $|\theta_x|<\psi_c$ alone, and with both projected angles within $\pm\psi_c$, for $\sigma=\psi_c$.

**(c)** Helium at $E=2$ MeV enters silicon along $\langle100\rangle$. Obtain the critical angle from the averaged potential of a row.

**(d)** The overlayer is amorphous silicon. How thick must it be to give a central peak as wide as the Gaussian of part (a), and what fraction then lies inside the cone if the collisions are treated individually? Does energy loss in the layer alter the answer to (a)?

## Hints

1. The cone is a disc in the $(\theta_x,\theta_y)$ plane. Use polar coordinates, and do not lose the factor $\psi$ in the area element.
2. For (b), express each kind of spread through $\sigma$ before using the result of (a).
3. For (c), an ion at a small angle to a row passes many atoms during one approach, so it feels their potential averaged along the row. Compare this with the transverse energy $E\psi^2$.
4. For (d), the Fourier transform of the density of a sum of independent deflections is a product of single-collision transforms. For energy loss, ask how both $\sigma^2$ and $\psi_c^2$ depend on energy.

## Solution

### (a) The fraction inside the cone

Independence makes the joint density the product of two Gaussians:

$$f(\theta_x,\theta_y)=\frac{1}{2\pi\sigma^2}\exp\left(-\frac{\theta_x^2+\theta_y^2}{2\sigma^2}\right).$$

It depends on $\psi$ alone. A ring of radius $\psi$ and width $d\psi$ has area $2\pi\psi\,d\psi$, so the density of polar angles is

$$p(\psi)=2\pi\psi f=\frac{\psi}{\sigma^2}e^{-\psi^2/2\sigma^2}.$$

Put $s=\psi^2/2\sigma^2$, so that $ds=\psi\,d\psi/\sigma^2$. Then

$$P=\int_0^{\psi_c}p(\psi)\,d\psi=\int_0^{\psi_c^2/2\sigma^2}e^{-s}\,ds=1-\exp\left(-\frac{\psi_c^2}{2\sigma^2}\right).$$

For $\sigma=\psi_c$ the exponent is $-1/2$, and

$$P=1-e^{-1/2}=0.3935,$$

which is 39.3 percent. The other 60.7 percent lie outside. The most likely direction is still straight ahead, since $f$ peaks at the origin. The most likely polar angle, however, follows from $dp/d\psi\propto1-\psi^2/\sigma^2=0$, which gives $\psi=\sigma$. The cone edge therefore sits at the peak of $p(\psi)$, below the median $\sigma\sqrt{2\ln2}=1.18\sigma$.

Two limits fix the behaviour. For $\sigma\ll\psi_c$ the lost fraction, $e^{-\psi_c^2/2\sigma^2}$, is very small. For $\sigma\gg\psi_c$ the density is nearly constant across the cone, and $P\simeq\psi_c^2/2\sigma^2$, the cone area times the central density.

### (b) Other meanings of spread

The mean square polar angle is $\langle\theta_x^2\rangle+\langle\theta_y^2\rangle=2\sigma^2$. If its root equals $\psi_c$, then $\psi_c^2/2\sigma^2=1$ and $P=1-e^{-1}=63.2$ percent.

A projected Gaussian falls to half height at $\theta_x=\pm\sigma\sqrt{2\ln2}$, so its full width is $2\sigma\sqrt{2\ln2}$. If this equals $\psi_c$, then $\psi_c^2/2\sigma^2=4\ln2$ and $P=1-2^{-4}=93.75$ percent.

For $\sigma=\psi_c$, one projected angle lies within $\pm\psi_c$ with probability $\mathrm{erf}(1/\sqrt2)=68.3$ percent. Both do so with the square of that probability, 46.6 percent. This exceeds 39.3 percent because the square contains the disc and also its four corners. The stated result thus needs both the standard deviation per projected angle and a circular cone.

### (c) The critical angle

Write $C=e^2/4\pi\varepsilon_0=1.4400$ eV nm. Let $Z_1=2$ and $Z_2=14$ be the charge numbers, $a$ the screening length and $d$ the atom spacing along the row. As a model, take the standard screened potential

$$V(R)=Z_1Z_2C\left(\frac1R-\frac1{\sqrt{R^2+3a^2}}\right).$$

At distance $r$ from the row, $R^2=r^2+z^2$, and the average along the row is

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\,dz.$$

Each term diverges alone, so integrate from $-L$ to $L$ first. Since $\int_{-L}^{L}dz/\sqrt{r^2+z^2}=2\,\mathrm{arsinh}(L/r)\to2\ln(2L/r)$ for large $L$, the difference is

$$2\ln\frac{2L}{r}-2\ln\frac{2L}{\sqrt{r^2+3a^2}}=\ln\left(1+\frac{3a^2}{r^2}\right).$$

The cutoff cancels, leaving

$$U(r)=\frac{Z_1Z_2C}{d}\ln\left(1+\frac{3a^2}{r^2}\right).$$

An ion of momentum $p$ and mass $M$ has transverse energy $(p\psi)^2/2M=E\psi^2$. It is turned back where $U(r)=E\psi^2$. The logarithm varies slowly, and setting it to 2 defines the usual critical angle:

$$E\psi_1^2=\frac{2Z_1Z_2C}{d},\qquad \psi_1=\sqrt{\frac{2Z_1Z_2C}{Ed}}.$$

The value 2 corresponds to $r=a\sqrt{3/(e^2-1)}=0.69a$, where $e$ is the base of natural logarithms. In the present example this distance is close to the thermal displacement of the atoms across the row (Variation 2), so an ion that comes closer can no longer be relied on to feel a smooth, averaged row. With $d=0.5431$ nm,

$$\psi_1=\sqrt{\frac{2(2)(14)(1.4400)}{(2.000\times10^6)(0.5431)}}=8.62\ \text{mrad}=0.494^\circ.$$

Averaging along the row requires the ion to pass several atoms within the range $a$ of the potential, hence $a/\psi_1>d$. The universal screening length $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})$, with $a_0$ the Bohr radius, is 0.01558 nm. Thus $a/d=0.0287$ exceeds $\psi_1=0.0086$, as required. Since $\psi_1\propto E^{-1/2}$, the condition fails for this ion and row below about 180 keV, where another critical-angle formula is needed. This energy depends on the screening length: the Thomas–Fermi value $0.8853\,a_0Z_2^{-1/3}=0.0194$ nm gives about 116 keV and moves $0.69a$ from 0.0107 to 0.0133 nm. The angle $\psi_1$ is a scale rather than a sharp limit. With the threshold of Variation 2 and neighbouring rows included, the largest accepted angle is $0.91\psi_1$ for the universal potential of part (d) and $0.96\psi_1$ for a Hartree–Fock silicon atom. From here on $\psi_c=\psi_1$.

### (d) A real overlayer

**One collision.** An ion of speed $v$ passing an atom at impact parameter $b$ gains transverse momentum $\int F_\perp dz/v$. Dividing by $p$ and using $pv=2E$ gives

$$\theta(b)=-\frac1{2E}\frac{d}{db}\int_{-\infty}^{\infty}V\,dz.$$

For the collisions use the universal screened potential

$$V(R)=\frac{Z_1Z_2C}{R}\sum_i c_i e^{-q_iR/a},$$

with $c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)$ and $q_i=(3.19980,\,0.94229,\,0.40290,\,0.20162)$. With $R^2=b^2+z^2$, the integral of $e^{-q_iR/a}/R$ over $z$ is $2K_0(q_ib/a)$. Since $K_0'=-K_1$, where both are modified Bessel functions,

$$\theta(b)=\frac{Z_1Z_2C}{Ea}\sum_i c_iq_iK_1\left(\frac{q_ib}{a}\right).$$

The prefactor is 1.294 mrad, well below $\psi_1$, so many collisions are needed to build the required width.

**Many collisions.** In an amorphous layer of atomic density $N$ and thickness $t$, treat the collisions as independent. The number with $b<B$ is then a Poisson variable of mean $n=Nt\pi B^2$. Averaging $e^{i\mathbf k\cdot\boldsymbol\theta}$ over azimuth gives the Bessel function $J_0(k\theta)$, and averaging over the disc of impact parameters gives

$$\chi(k)=\frac1{\pi B^2}\int_0^B2\pi b\,J_0(k\theta(b))\,db.$$

For $m$ collisions the transform is $\chi^m$. Summing over $m$,

$$\Phi(k)=\sum_{m=0}^{\infty}e^{-n}\frac{n^m\chi^m}{m!}=e^{-n(1-\chi)}.$$

Inserting $n$ and $\chi$, then letting $B\to\infty$,

$$\Phi(k)=\exp\left\{-Nt\int_0^\infty2\pi b\,[1-J_0(k\theta(b))]\,db\right\}.$$

The inverse transform is $f(\psi)=(2\pi)^{-1}\int_0^\infty kJ_0(k\psi)\Phi(k)\,dk$. Integrate it over the cone with $\int_0^{\psi_c}\psi J_0(k\psi)\,d\psi=\psi_cJ_1(k\psi_c)/k$:

$$P=\psi_c\int_0^\infty J_1(k\psi_c)\,\Phi(k)\,dk.$$

**Matching the peak.** The Gaussian $f$ with $\sigma=\psi_1$ is at half its central height at $\psi=\psi_1\sqrt{2\ln2}$. Choose $t$ so that the collision result has the same half-height radius. With $N=49.94$ nm$^{-3}$, the crystalline density, this gives $t\simeq680$ nm.

At this thickness 31.3 percent of the ions lie inside the cone, not 39.3 percent. Beyond $3\psi_1$ lie 11.5 percent, against $e^{-9/2}=1.1$ percent for the Gaussian. A simulation of 15,000 ions, adding individual deflections with impact parameters up to $6a$, gave 31.5 and 11.4 percent.

The universal potential describes two neutral atoms, whereas helium at 2 MeV is almost fully stripped of its electrons. If a bare helium nucleus is deflected instead by a silicon atom with its Hartree–Fock electron density, the same matching gives about 640 nm and 31.7 percent. The choice of potential thus shifts the thickness by about 6 percent, but the fraction inside the cone by only 0.4 points.

Close collisions explain much of this tail. For $b\ll a$, $K_1(x)\simeq1/x$ and $\sum_ic_i=1$, so $\theta\simeq Z_1Z_2C/(Eb)$. The mean number of single deflections larger than $3\psi_1$ is therefore

$$Nt\pi\left(\frac{Z_1Z_2C}{3E\psi_1}\right)^2=Nt\pi a^2\left(\frac{1.294}{3\times8.616}\right)^2\simeq0.065.$$

About 6 percent of the ions suffer at least one such collision, and they supply 5.3 of the 11.5 points, a little under half. Combinations of smaller deflections supply the rest: with all single deflections above $3\psi_1$ removed, 6.6 percent of the ions still lie beyond $3\psi_1$. In this small-angle model the mean square deflection contains $\int b\,\theta^2db\propto\int db/b$, which diverges at small $b$. An rms angle therefore cannot serve as the measure of width here, whereas the width of the central peak remains finite.

**Energy loss.** Return to the Gaussian model and let the stopping power $S$ be constant. Then $E(z)=E_0-Sz$, with $E_1=E_0-St$ at the interface. Each deflection scales as $1/E$, so the variance added per unit depth scales as $1/E^2$, if the slow change in the shape of the peak is neglected. Relative to a layer without loss, the variance is multiplied by

$$\frac1t\int_0^t\frac{E_0^2}{E(z)^2}\,dz=\frac{E_0^2}{St}\left(\frac1{E_1}-\frac1{E_0}\right)=\frac{E_0^2}{St}\,\frac{E_0-E_1}{E_0E_1}=\frac{E_0}{E_1},$$

because $E_0-E_1=St$. The squared critical angle, proportional to $1/E$, grows by the same factor. Their ratio is unchanged, and so is $P$.

For a rough stopping power of 250 eV/nm, the energy at the interface is $2.000-0.170=1.830$ MeV. Both squared angles grow by a factor of 1.093, and the critical angle becomes $0.516^\circ$. Counting the wider cone but not the extra scattering would give 42.1 percent; counting both restores 39.3 percent.

**Beside a real measurement.** Helium beams of one to a few MeV are used to measure implantation damage in silicon, where the overlayer may be an amorphised surface layer. One thinner than 680 nm, at the same energy, scatters less and leaves more ions inside the cone. The Gaussian shape is an assumption that matters: its failure moves the result from 39.3 to 31.3 percent at equal peak width. Amorphous silicon is also slightly less dense than the crystal, so the matching layer would be slightly thicker. Scattering by electrons is left out. A rough estimate takes its mean square polar angle as between one half and the whole of $(m_e/M)(St/E)$, with $m_e$ the electron mass. This shortens the matching layer to between 630 and 655 nm and raises the fraction inside the cone by 0.3 to 0.6 points. The fraction inside the cone is not one minus the measured backscattering yield, which also depends on where ions enter and on how they leave the channels at greater depth.

## Variation 1: a slightly tilted crystal

*The beam centre is tilted by $\delta\ll\sigma$ from the row direction. Find the first change in $P$, and evaluate it for $\delta=0.1^\circ$ and $\sigma=\psi_c=\psi_1$.*

Let the tilt lie along $x$. The density becomes

$$f(\theta_x-\delta,\theta_y)=f-\delta\,\partial_xf+\tfrac12\delta^2\,\partial_x^2f+\cdots.$$

The linear term is odd in $\theta_x$ and integrates to zero over the disc. By symmetry, $\partial_x^2f$ and $\partial_y^2f$ have equal integrals, so each is half that of $\nabla^2f$. The divergence theorem turns the latter into the radial slope times the circumference:

$$\Delta P=\frac{\delta^2}{4}\,2\pi\psi_c f'(\psi_c).$$

Since $f'(\psi_c)=-(\psi_c/2\pi\sigma^4)e^{-\psi_c^2/2\sigma^2}$,

$$\Delta P=-\frac{\delta^2\psi_c^2}{4\sigma^4}e^{-\psi_c^2/2\sigma^2}\;\longrightarrow\;-\frac{\delta^2}{4\sigma^2}e^{-1/2}\quad(\sigma=\psi_c).$$

Here $\delta/\sigma=0.1/0.4937=0.203$, so $\Delta P=-0.62$ percentage points. Direct integration of the displaced Gaussian gives $P=38.7$ percent, in agreement. The effect is small because the tilt enters as a square and the beam is already broad.

## Variation 2: the point of entry matters

*An ion entering close to a row has potential energy as well as transverse kinetic energy. Replace the sharp cone by the condition $E\psi^2+U(r)<U(\rho)$, where $\rho$ is the rms thermal displacement of an atom in the plane across the row. Keep $\sigma=\psi_1$ and average over the entry point.*

Define $u(r)=U(r)/E\psi_1^2=\tfrac12\ln(1+3a^2/r^2)$. For $r>\rho$ the condition is $\psi^2<\psi_1^2[u(\rho)-u(r)]$. Part (a), with this limit in place of $\psi_c^2$, gives

$$P(r)=1-\exp\left\{-\tfrac12[u(\rho)-u(r)]\right\}.$$

For $r<\rho$ no ion is accepted. Represent the area belonging to one row, $1/(Nd)$, by a disc of radius $r_0=1/\sqrt{\pi Nd}=0.108$ nm, and neglect the other rows. Uniform entry has radial density $2r/r_0^2$, so

$$\overline P=\int_\rho^{r_0}\frac{2r}{r_0^2}\left[1-\left(\frac{1+3a^2/r^2}{1+3a^2/\rho^2}\right)^{1/4}\right]dr.$$

The power $1/4$ comes from the factor $1/2$ in the exponent times the $1/2$ in $u$.

A rough thermal displacement of 0.0075 nm along each axis gives $\rho=\sqrt2\times0.0075=0.0106$ nm and $u(\rho)=1.006$. Far from the row, where $u(r)$ is small, the limiting angle is thus close to $\psi_1$. The integral gives $\overline P=35.8$ percent.

The excluded disc covers only $\rho^2/r_0^2\simeq1$ percent of the area and accounts for about 0.4 of the 3.6 points lost. The rest is lost because potential energy at entry lowers the permitted angle. Without an overlayer, $\psi=0$ and every ion with $r>\rho$ is accepted, about 99 percent in this model.

The value of $\overline P$ depends on the rough thermal displacement and on the row potential. If the universal potential of part (d) is averaged along the row instead, and neighbouring rows are included, $\overline P$ falls to about 31 percent. The Hartree–Fock silicon atom gives about 33 percent in the same way. The logarithmic potential with the Thomas–Fermi length 0.0194 nm gives $u(\rho)=1.20$ and $\overline P\simeq40$ percent, above the sharp-cone value, because the higher threshold widens the cone. The universal and Hartree–Fock potentials both lower the fraction, but the size of the correction is uncertain by several points.

This correction, the tilt and the scattering tail were each found with the other two absent. They should not simply be added.

## Computed values

```
Gaussian fraction inside cone: 39.3469 %
Same fraction by direct integration: 39.3469 %
Fraction outside cone: 60.6531 %
One projected angle within limits: 68.27 %
Both projected angles within limits: 46.61 %
If rms polar angle equals psi_c: 63.21 %
If projected FWHM equals psi_c: 93.75 %
Ion charge number Z1: 2 (no unit)
Target charge number Z2: 14 (no unit)
Beam energy: 2.000 MeV
Spacing along <100> row: 0.5431 nm
Atomic density: 49.94 nm^-3
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Screening length a: 0.01558 nm
Ratio a/d: 0.02868 (no unit)
Critical angle psi_1: 8.616 mrad
Critical angle psi_1 converted: 0.4937 degree
Single-collision angle unit: 1.294 mrad
Matched overlayer thickness: 679.5 nm
Fraction with real scattering tails: 31.27 %
Same fraction by simulation: 31.48 %
Gaussian tail beyond 3 psi_1: 1.11 %
Scattering tail beyond 3 psi_1: 11.45 %
Simulated tail beyond 3 psi_1: 11.36 %
Beam tilt: 0.10 degree
Fraction with tilt: 38.73 %
Small-tilt estimate of change: -0.62 points
Rough constant stopping power: 250 eV/nm
Energy at interface: 1.830 MeV
Critical angle at interface: 0.5161 degree
Growth of squared critical angle: 1.0928 (no unit)
Growth of angular variance: 1.0928 (no unit)
Fraction with cone growth only: 42.10 %
Fraction with both growths: 39.35 %
Rough 1D thermal displacement: 0.0075 nm
2D thermal displacement rho: 0.01061 nm
Radius of area per row: 0.1083 nm
Threshold U(rho)/(E psi_1^2): 1.0055 (no unit)
Fraction with entry position: 35.76 %
Finite-angle change: 0.00150 points
```
